# Fourier transform of a tabulated local pseudopotential: cutoff radius and errors, part 1

(Sections cited here and not found follow in the second part.)

A plane-wave calculation needs the Fourier transform of the local pseudopotential $V(r)$, which arrives as a table on a radial grid. Integrating the table as it stands fails, because $V$ ends in the Coulomb tail $-Ze^2/r$. For the model potential used below, stopping the integral at $5.29$ Å gives an error of $93.0$ eV Å$^3$ in a transform whose true value is $-117.0$ eV Å$^3$, and stopping ten times further out gives $115.1$ eV Å$^3$. Removing the tail analytically cures this but exposes a second fault: the last digit of the table is multiplied by $r^2$, and a seven-digit table in eV integrated to $52.9$ Å carries an uncertainty of $9$ meV per cell from each atom, against $0.006$ meV when the same table is cut at $2.05$ Å. This error is a fixed shift proportional to $1/\Omega$ for a given table: it cancels between structures of equal volume and composition, but not in the pressure. The option `erf_width` sets the length $a$ of the function that removes the tail, and `rcut_loc` sets the radius $R$ at which the integral stops.

## Conventions and the bare integral

Units are Gaussian, so two charges $e$ interact as $e^2/r$; numbers are in eV and Å, with $e^2 = 14.399645$ eV Å and $a_0=\hbar^2/(me^2)=0.529177$ Å. $V(r)$ is the energy of an electron near one ion of valence $Z$. It is spherical, finite at the origin, and approaches $-Ze^2/r$ faster than any power of $1/r$. For an atom at $\boldsymbol\tau$ in a cell of volume $\Omega$, the integral over one cell of the sum of periodic images equals the integral of one atom over all space, so the plane-wave coefficient is $F(G)e^{-i\mathbf G\cdot\boldsymbol\tau}/\Omega$ with

$$F(G)=\lim_{\mu\to0^+}\int V(r)\,e^{-\mu r}e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

The damping is part of the definition, because the undamped integral does not converge. With the polar axis along $\mathbf G$ and $c=\cos\theta$, the angles give $2\pi\int_{-1}^{1}e^{-iGrc}dc=4\pi j_0(Gr)$, where $j_0(y)=\sin y/y$. Hence $F=\lim 4\pi\int_0^\infty r^2Ve^{-\mu r}j_0(Gr)\,dr$.

One integral is used repeatedly. Since $\sin Gr=\mathrm{Im}\,e^{iGr}$,

$$\int_R^\infty e^{-\mu r}\sin Gr\,dr=\mathrm{Im}\,\frac{e^{-(\mu-iG)R}}{\mu-iG}\;\to\;\mathrm{Im}\,\frac{i\,e^{iGR}}{G}=\frac{\cos GR}{G}.\qquad(1)$$

For $V=1/r$ the factor $r^2Vj_0$ is $\sin(Gr)/G$, so (1) at $R=0$ gives the transform $4\pi/G^2$. If the integral of the bare potential is cut at an $R$ in the Coulomb region, the omitted piece is $-4\pi Ze^2\cos(GR)/G^2$, and the error, cut value minus true value, is $+4\pi Ze^2\cos(GR)/G^2$. It oscillates with $R$ at the full size of the Coulomb transform and never decays.

## Transform of the added function

The tail is removed by adding an error-function potential. Its argument needs a length $a$ and its prefactor needs $e^2$, so the function is $Ze^2\,\mathrm{erf}(r/a)/r$.

Completing the square gives $\int e^{-\beta x^2-ikx}dx=\sqrt{\pi/\beta}\,e^{-k^2/4\beta}$, and the product over three axes is

$$\int e^{-\beta r^2}e^{-i\mathbf G\cdot\mathbf r}d^3r=(\pi/\beta)^{3/2}e^{-G^2/4\beta}.\qquad(2)$$

Substituting $y=rt$ in $\mathrm{erfc}(r/a)=\frac{2}{\sqrt\pi}\int_{r/a}^\infty e^{-y^2}dy$ writes $\mathrm{erfc}(r/a)/r=\frac{2}{\sqrt\pi}\int_{1/a}^\infty e^{-t^2r^2}dt$. Applying (2) with $\beta=t^2$,

$$\int\frac{\mathrm{erfc}(r/a)}{r}e^{-i\mathbf G\cdot\mathbf r}d^3r=2\pi\int_{1/a}^\infty \frac{e^{-G^2/4t^2}}{t^3}\,dt .$$

At $G=0$ the right side is $2\pi\cdot a^2/2=\pi a^2$. It is finite and the integrand is positive there, so the double integral converges absolutely and the order of integration may be exchanged for every $G$. For $G>0$ put $s=G^2/4t^2$, so that $dt/t^3=-2\,ds/G^2$ and $s$ runs from $G^2a^2/4$ down to $0$; the result is $\frac{4\pi}{G^2}(1-e^{-G^2a^2/4})$. Subtracting it from $4\pi/G^2$, because $\mathrm{erf}=1-\mathrm{erfc}$,

$$\frac{\mathrm{erf}(r/a)}{r}\;\longrightarrow\;\frac{4\pi}{G^2}\,e^{-G^2a^2/4}.\qquad(3)$$

By (2), $e^{-G^2a^2/4}$ is the transform of the normalized density $e^{-r^2/a^2}/(\pi^{3/2}a^3)$, and (3) is Poisson's equation $G^2\phi=4\pi\rho$ for it. Adding the function neutralizes the ion with a Gaussian cloud of width $a$.

## Working formulas

Define $V_s(r)=V(r)+Ze^2\,\mathrm{erf}(r/a)/r$. Where $V$ is Coulombic, $V_s=-Ze^2\,\mathrm{erfc}(r/a)/r$, so its integral needs no damping. Writing $V=V_s-Ze^2\mathrm{erf}(r/a)/r$ and using (3),

$$F(G)=4\pi\int_0^\infty r^2V_s\,j_0(Gr)\,dr-\frac{4\pi Ze^2}{G^2}e^{-G^2a^2/4},\qquad G>0.\qquad(4)$$

At $G=0$, $F$ diverges. Write $V=-Ze^2/r+\Delta V$ and give every Coulomb interaction in the crystal the factor $e^{-\mu r}$, whose transform at $G=0$ is $4\pi\int re^{-\mu r}dr=4\pi/\mu^2$. With $N_e$ electrons and total ionic charge $Z_t$ per cell, the $G=0$ parts of the electron–electron, electron–ion and ion–ion energies per cell add to $\frac{4\pi e^2}{\Omega\mu^2}(\frac12N_e^2-N_eZ_t+\frac12Z_t^2)$, which is proportional to $(N_e-Z_t)^2$ and vanishes in a neutral cell. What remains of the local potential is $N_e\alpha/\Omega$ for each atom, with $\alpha=\int\Delta V\,d^3r$. Since $\Delta V=V_s+Ze^2\,\mathrm{erfc}(r/a)/r$ and the last function integrates to $\pi a^2$,

$$\alpha=4\pi\int_0^\infty r^2V_s\,dr+\pi Ze^2a^2 .\qquad(5)$$

Expanding $e^{-G^2a^2/4}\approx1-G^2a^2/4$ in (4) gives $F\to-4\pi Ze^2/G^2+\alpha$, in agreement. Omitting $\pi Ze^2a^2$ makes the energy depend on $a$. The same $a$, in the same unit, must appear in $\mathrm{erf}(r/a)$ and in $e^{-G^2a^2/4}$.

Strain changes $|\mathbf G|$, so the stress needs $F'=dF/dG$. With $j_0'=-j_1$, and $\frac{d}{dG}\left[-G^{-2}e^{-G^2a^2/4}\right]=\left(2G^{-3}+G^{-2}\,Ga^2/2\right)e^{-G^2a^2/4}$,

$$F'(G)=-4\pi\int_0^\infty r^3V_s\,j_1(Gr)\,dr+4\pi Ze^2e^{-G^2a^2/4}\left(\frac{2}{G^3}+\frac{a^2}{2G}\right).\qquad(6)$$

The left sides of (4) to (6) are defined without $a$, so the results cannot depend on it. As $a\to\infty$ at fixed $r$ the added function vanishes and the bare integral returns. As $a\to0$ the subtraction is the point Coulomb term; $V_s$ then has a $1/r$ singularity, and at large $G$ a small $F$ is the difference of two terms of size $4\pi Ze^2/G^2$. At finite $a$ the second term of (4) decays as a Gaussian in $G$ and the first differs from $F$ only by that Gaussian, so no slowly decaying terms have to cancel.

## Quadrature and truncation

The grid is $r_i=r_0e^{ih}$, taken as known exactly. In the variable $\ln r$ it is uniform and $dr=r\,d\ln r$, so the trapezoid weights are $w_i=hr_i$, halved at the two ends. The program forms $V_s(r_i)$, sums $4\pi\sum_i w_ir_i^2V_s\,j_0(Gr_i)$ up to the last point not beyond $R$, and adds the analytic term. By the Euler–Maclaurin formula the corrections to the trapezoid rule in powers of $h$ are derivatives of the integrand at the ends. These are negligible at $r_0$, where the integrand goes as $r_0^3$, and at $R$ once $V_s$ has decayed. The spacing near $r$ is $hr$, and two points per period $2\pi/G$ require $Grh<\pi$ wherever $V_s$ matters.

If $V=-Ze^2/r$ beyond $R$, the omitted part of (5) is $-4\pi Ze^2\int_R^\infty r\,\mathrm{erfc}(r/a)\,dr$, so the error is positive. Put $x=R/a$ and integrate by parts twice, first with $\mathrm{erfc}'(t)=-\frac{2}{\sqrt\pi}e^{-t^2}$ and then with $t^2e^{-t^2}=-\frac t2\,\frac{d}{dt}e^{-t^2}$:

$$\int_x^\infty t\,\mathrm{erfc}\,t\,dt=-\frac{x^2}{2}\mathrm{erfc}\,x+\frac{1}{\sqrt\pi}\int_x^\infty t^2e^{-t^2}dt,\qquad \int_x^\infty t^2e^{-t^2}dt=\frac{x e^{-x^2}}{2}+\frac{\sqrt\pi}{4}\mathrm{erfc}\,x .$$

Therefore

$$\Delta\alpha=4\pi Ze^2a^2\left[\left(\tfrac14-\tfrac{x^2}{2}\right)\mathrm{erfc}\,x+\frac{xe^{-x^2}}{2\sqrt\pi}\right].\qquad(7)$$

Insert $\mathrm{erfc}\,x\approx\frac{e^{-x^2}}{\sqrt\pi}\left(\frac1x-\frac1{2x^3}+\frac{3}{4x^5}\right)$. In units of $e^{-x^2}/\sqrt\pi$ the bracket is $\frac{1}{4x}-\frac{1}{8x^3}-\frac x2+\frac1{4x}-\frac{3}{8x^3}+\frac x2=\frac{1}{2x}\left(1-\frac1{x^2}\right)$, so $\Delta\alpha\approx2\sqrt\pi\,Ze^2a^2e^{-x^2}/x$. Because $V_s$ has one sign beyond $R$ and $|j_0|\le1$, (7) bounds the truncation error of $F$ at every $G$.

## Noise from the table

At large $r$, $V_s$ is the difference of two nearly equal numbers, one computed and one read. An error $\delta V_i$ in the table passes unchanged into $V_s$, and since the sum is linear,

$$\delta F=4\pi\sum_iw_ir_i^2j_0(Gr_i)\,\delta V_i,\qquad \sigma_F^2=(4\pi)^2\sum_i\left(w_ir_i^2j_0(Gr_i)\right)^2\sigma_i^2 .\qquad(8)$$

The variance holds for independent errors of zero mean and standard deviation $\sigma_i$, for which the cross terms average to zero.

### Relative noise

Let $\sigma_i=\epsilon|V_i|$, and let $R$ be large enough that the tail $|V|=Ze^2/r$ dominates the sum. Then $w_ir_i^2\sigma_i=h\epsilon Ze^2r_i^2$. At $G=0$, counting inward from $R$, the values $r_i^4$ form a geometric series of ratio $e^{-4h}$, and the end point has squared weight $1/4$:

$$h^2\sum r_i^4=h^2R^4\left[\frac14+\frac{1}{e^{4h}-1}\right]\approx h^2R^4\left[\frac14+\frac1{4h}-\frac12\right]=\frac{hR^4}{4}(1-h).$$

To leading order $\sigma_\alpha=4\pi\epsilon Ze^2\sqrt{h}\,R^2/2$, reduced by the factor $1-h/2$. For $G>0$ use $h\sum f(r_i)\approx\int f\,dr/r$. The squared terms are $h^2(\epsilon Ze^2)^2r_i^2\sin^2(Gr_i)/G^2$, and $h^2\sum r_i^2\sin^2 Gr_i\approx h\int_0^Rr\sin^2(Gr)\,dr\approx hR^2/4$, where $\sin^2$ is replaced by $1/2$. This needs $GR\gg1$, and $GRh<\pi$ so that the phase of $\cos2Gr_i$ never advances by a full $2\pi$ per point. For $F'$ the kernel is $w_ir_i^3j_1$ with $j_1(y)\approx-\cos y/y$, the squared terms are $h^2(\epsilon Ze^2)^2r_i^4\cos^2(Gr_i)/G^2$, and $h\int_0^Rr^3\cdot\frac12dr=hR^4/8$. Collecting,

$$\sigma_\alpha=2\pi\epsilon Ze^2\sqrt h\,R^2,\qquad\sigma_F=2\pi\epsilon Ze^2\sqrt h\,\frac RG,\qquad\sigma_{F'}=4\pi\epsilon Ze^2\sqrt{\frac h8}\,\frac{R^2}{G}.\qquad(9)$$

The $G=0$ term is worse than finite $G$ by the factor $GR$, and $\sigma_{F'}=\sigma_FR/\sqrt2$. Simpson weights alternate between $\frac43$ and $\frac23$ of $hr_i$; their mean square is $\frac12\left(\frac{16}{9}+\frac49\right)=\frac{10}{9}$, so Simpson's rule multiplies $\sigma_\alpha$ by $\sqrt{10/9}$. The same factor applies approximately to $\sigma_F$ and $\sigma_{F'}$ when $GR\gg1$ and $GRh$ is well below $\pi/2$; near that value and beyond it the alternating part of the squared weights can fall in step with $\cos2Gr_i$ and does not average out.

### Rounding

A value printed with $N$ significant digits has a last-digit unit $u_i=10^{\lfloor\log_{10}|V_i|\rfloor-N+1}$. When neighbouring values differ by many units, the rounding errors behave as independent and uniform on $[-u_i/2,u_i/2]$, with variance $\frac1u\int_{-u/2}^{u/2}y^2dy=u^2/12$. Within one decade of $|V|$, $u$ is constant and

$$\sigma_\alpha^2=(4\pi)^2\frac{u^2}{12}\,h\int^R r^5dr,\qquad\sigma_\alpha\approx4\pi u\sqrt{\frac{h}{72}}\,R^3\qquad(10)$$

once the outermost decade dominates. Each time $|V|$ falls through a power of ten, $u$ drops tenfold and the growth stalls. Since $u/|V|$ stays between $10^{-N}$ and $10^{1-N}$, the growth averaged over decades is the $R^2$ of (9). The radii of the steps depend on the energy unit of the table.

This part has derived the working formulas for $F$, $\alpha$ and $F'$, the truncation error at $R$, and the noise that random and rounding errors in the table produce. What remains is the effect of a biased tail, the choice of the best radius, a worked example with numerical checks, and the recommended settings.
